# The pVp integral for two s Gaussians and a point nucleus

## Problem

Douglas–Kroll–Hess (DKH) calculations in a Gaussian basis need, besides the nuclear attraction matrix, the matrix of $\mathbf p\cdot V\mathbf p$. Atomic units are used, with $\hbar=m=1$ and $\mathbf p=-i\nabla$. Consider two real, unnormalised s functions and one fixed point nucleus:

$$g_a=e^{-\alpha|\mathbf r-\mathbf A|^2},\qquad g_b=e^{-\beta|\mathbf r-\mathbf B|^2},\qquad V=-\frac{Z}{|\mathbf r-\mathbf C|}.$$

Define

$$p=\alpha+\beta,\quad \mu=\frac{\alpha\beta}{p},\quad \mathbf R=\mathbf A-\mathbf B,\quad \mathbf P=\frac{\alpha\mathbf A+\beta\mathbf B}{p},\quad \mathbf Q=\mathbf P-\mathbf C,$$

$$T=pQ^2,\qquad K=e^{-\mu R^2},\qquad F_n(T)=\int_0^1t^{2n}e^{-Tt^2}\,dt .$$

The number $p$ is an exponent; the momentum operator is the bold $\mathbf p$. The attraction integral is

$$V_{ab}=\int g_aVg_b\,d^3r=-\frac{2\pi Z}{p}\,K\,F_0(T). \tag{1}$$

Justify (1), derive $W=\langle g_a|\mathbf p\cdot V\mathbf p|g_b\rangle$ from it by differentiation, and compare the result with a radial quadrature that contains no Boys function.

## A tempting solution

Integration by parts gives $W=\int V\,\nabla g_a\cdot\nabla g_b\,d^3r$. Since $g_a$ depends on $\mathbf r-\mathbf A$ alone, $\nabla g_a=-\nabla_Ag_a$, and likewise for $g_b$. Hence

$$W=\nabla_A\cdot\nabla_B V_{ab}. \tag{2}$$

Now comes a saving of labour. Overlap and kinetic integrals depend on the centres only through $\mathbf A-\mathbf B$, so for them $\nabla_B=-\nabla_A$. Using the same replacement here, one needs derivatives with respect to one centre:

$$W\overset{?}{=}X_a\equiv-\nabla_A^2V_{ab}.$$

With $\nabla_AK=-2\mu\mathbf RK$, $\nabla_AT=2\alpha\mathbf Q$ and $F_n'=-F_{n+1}$,

$$\nabla_A(KF_0)=K\left[-2\mu\mathbf RF_0-2\alpha\mathbf QF_1\right].$$

A second derivative, with $\nabla_A\cdot\mathbf R=3$ and $\nabla_A\cdot\mathbf Q=3\alpha/p$, gives

$$\nabla_A^2(KF_0)=K\left[(4\mu^2R^2-6\mu)F_0+8\mu\alpha(\mathbf R\cdot\mathbf Q)F_1-\frac{6\alpha^2}{p}F_1+4\alpha^2Q^2F_2\right].$$

The last term is $(4\alpha^2/p)TF_2$. The recursion $2TF_2=3F_1-e^{-T}$, proved below, turns it into $(6\alpha^2/p)F_1-(2\alpha^2/p)e^{-T}$. The isolated $F_1$ terms cancel. Multiplying by $+2\pi Z/p$ and taking out $-2\mu$, with $\alpha^2/(p\mu)=\alpha/\beta$, one finds

$$X_a=-\frac{4\pi Z\mu}{p}K\left[(3-2\mu R^2)F_0-4\alpha(\mathbf R\cdot\mathbf Q)F_1+\frac{\alpha}{\beta}e^{-T}\right]. \tag{3}$$

## Where it fails

Every derivative in (3) is correct, but (3) is not the requested integral. Put both functions on the nucleus, so that $R=Q=T=0$ and $F_0=1$:

$$X_a=-\frac{4\pi Z\alpha(\alpha+3\beta)}{p^2}.$$

This changes when $\alpha$ and $\beta$ are exchanged, whereas $\int V\nabla g_a\cdot\nabla g_b\,d^3r$ does not.

The fault is the replacement $\nabla_B=-\nabla_A$. Moving both functions together while the nucleus stays in place changes $\mathbf Q$, and with it in general $V_{ab}$. A common displacement of all three centres leaves $\mathbf R$ and $\mathbf Q$, and hence $V_{ab}$, unchanged, so the translation identity involves all three gradients:

$$(\nabla_A+\nabla_B+\nabla_C)V_{ab}=0,\qquad \nabla_B=-\nabla_A-\nabla_C\ \text{ on }V_{ab}.$$

The shortcut dropped $\nabla_C$; $-\nabla_CV_{ab}$ is the force that the electron distribution $g_ag_b$ exerts on the nucleus. It would be harmless for a constant potential, which is why it works for the kinetic energy.

What (3) does represent follows by differentiating under the integral: $X_a=-\int(\nabla^2g_a)Vg_b\,d^3r=\langle g_a|\mathbf p^2V|g_b\rangle$. Both momentum operators have ended up on the same side of $V$. Symmetry alone would not always expose this. For $\alpha=\beta$ with both functions on the nucleus, $X_a=-4\pi Z$ is symmetric, yet the correct value found below is $-2\pi Z$.

## The right solution

**The starting formula.** The product of the Gaussians is $g_ag_b=Ke^{-p|\mathbf r-\mathbf P|^2}$, as completing the square shows. For the Coulomb factor use

$$\frac1s=\frac{2}{\sqrt\pi}\int_0^\infty e^{-u^2s^2}\,du .$$

The space integral is then that of two Gaussians at distance $Q$:

$$\int e^{-p|\mathbf r-\mathbf P|^2-u^2|\mathbf r-\mathbf C|^2}d^3r=\left(\frac{\pi}{p+u^2}\right)^{3/2}\exp\left(-\frac{pu^2Q^2}{p+u^2}\right).$$

Substitute $t^2=u^2/(p+u^2)$. Then $p+u^2=p/(1-t^2)$ and $du=\sqrt p\,(1-t^2)^{-3/2}dt$, so the powers of $1-t^2$ cancel. What remains is

$$\frac{2}{\sqrt\pi}\,\frac{\pi^{3/2}}{p^{3/2}}\sqrt p\int_0^1e^{-Tt^2}dt=\frac{2\pi}{p}F_0(T).$$

The factor $-ZK$ completes (1).

**The derivative identity.** By definition $W=-\int g_a\nabla\cdot(V\nabla g_b)\,d^3r$. In the integration by parts, the surface at infinity contributes nothing because the Gaussians decay. A small sphere of radius $\varepsilon$ about the nucleus contributes area $\varepsilon^2$ times potential $1/\varepsilon$, which also vanishes. The remaining $1/|\mathbf r-\mathbf C|$ singularity is integrable, and the Gaussian derivatives are smooth, so centre derivatives may be taken outside the integral. This establishes (2), in which $\mathbf C$ is fixed and $\mathbf A$ and $\mathbf B$ are independent. If the two centres coincide, they are set equal after differentiation.

**First derivative.** Since $\mathbf R=\mathbf A-\mathbf B$, and $\mathbf Q$ contains $\beta\mathbf B/p$,

$$\nabla_BK=2\mu\mathbf RK,\qquad\nabla_BT=2p\,\frac{\beta}{p}\mathbf Q=2\beta\mathbf Q.$$

Differentiating the Boys integral brings down $-t^2$, so $F_n'=-F_{n+1}$. Therefore

$$\nabla_B(KF_0)=K\left[2\mu\mathbf RF_0-2\beta\mathbf QF_1\right].$$

**Second derivative.** The divergence with respect to $\mathbf A$ has three sources. The factor $K$ gives

$$-2\mu\mathbf R\cdot\left[2\mu\mathbf RF_0-2\beta\mathbf QF_1\right]=-4\mu^2R^2F_0+4\mu\beta(\mathbf R\cdot\mathbf Q)F_1 .$$

The first term in the bracket gives

$$\nabla_A\cdot(2\mu\mathbf RF_0)=6\mu F_0-4\mu\alpha(\mathbf R\cdot\mathbf Q)F_1 .$$

The second gives

$$\nabla_A\cdot(-2\beta\mathbf QF_1)=-\frac{6\alpha\beta}{p}F_1+4\alpha\beta Q^2F_2=-6\mu F_1+4\mu TF_2 ,$$

because $\alpha\beta=\mu p$ and $pQ^2=T$. Adding the three and multiplying by $-2\pi Z/p$,

$$W=-\frac{2\pi Z}{p}K\left[(6\mu-4\mu^2R^2)F_0-6\mu F_1+4\mu(\beta-\alpha)(\mathbf R\cdot\mathbf Q)F_1+4\mu TF_2\right].$$

**Removing $F_2$.** Integrate $\frac{d}{dt}(t^3e^{-Tt^2})=3t^2e^{-Tt^2}-2Tt^4e^{-Tt^2}$ from 0 to 1. The result is $e^{-T}=3F_1-2TF_2$. Thus $4\mu TF_2=6\mu F_1-2\mu e^{-T}$, which cancels the isolated $F_1$. Taking out $2\mu$,

$$\boxed{W=-\frac{4\pi Z\mu}{p}K\left[(3-2\mu R^2)F_0+2(\beta-\alpha)(\mathbf R\cdot\mathbf Q)F_1-e^{-T}\right]} \tag{4}$$

Exchanging the functions reverses both $\beta-\alpha$ and $\mathbf R$, so (4) is symmetric.

## Two limits

**Both functions on the nucleus.** The bracket becomes $3-1=2$, and

$$W=-\frac{8\pi Z\alpha\beta}{p^2}.$$

Directly, $\nabla g_a\cdot\nabla g_b=4\alpha\beta r^2e^{-pr^2}$. The integral is therefore $-16\pi Z\alpha\beta\int_0^\infty r^3e^{-pr^2}dr$, and the radial factor is $1/(2p^2)$, which gives the same value.

**A distant nucleus.** For large $T$, up to exponentially small terms, $F_0=\frac12\sqrt{\pi/T}$ and $F_1=F_0/(2T)$. The leading part of (4) is

$$W\simeq-\frac ZQ\,2\mu(3-2\mu R^2)\left(\frac\pi p\right)^{3/2}K=-\frac ZQ\int\nabla g_a\cdot\nabla g_b\,d^3r .$$

The potential is then nearly constant over the functions, and the integral is twice the kinetic energy integral. If $3-2\mu R^2\ne0$, the relative correction from the $F_1$ term is

$$\frac{(\beta-\alpha)\,\mathbf R\cdot\mathbf Q}{(3-2\mu R^2)\,pQ^2},$$

which falls as $1/Q$ for a fixed direction. It is the dipole term of the distribution $\nabla g_a\cdot\nabla g_b$ about $\mathbf P$.

## The radial integral

Place the origin at the nucleus and write $\mathbf u=\mathbf A-\mathbf C$, $\mathbf v=\mathbf B-\mathbf C$. Then $p\mathbf Q=\alpha\mathbf u+\beta\mathbf v$, and the gradient product is

$$4\alpha\beta\left[r^2-\mathbf r\cdot(\mathbf u+\mathbf v)+\mathbf u\cdot\mathbf v\right]e^{-pr^2+2p\,\mathbf r\cdot\mathbf Q-\alpha u^2-\beta v^2}.$$

Let $x=2pQr$, and let $\tau$ be the cosine of the angle between $\mathbf r$ and $\mathbf Q$. The angular averages of $e^{x\tau}$ and $\tau e^{x\tau}$ are

$$i_0(x)=\frac{\sinh x}{x},\qquad i_1(x)=i_0'(x)=\frac{\cosh x}{x}-\frac{\sinh x}{x^2}.$$

Components of $\mathbf r$ perpendicular to $\mathbf Q$ average to zero. With $\hat{\mathbf q}=\mathbf Q/Q$ and the volume factor $4\pi r^2$,

$$W=-16\pi Z\alpha\beta\,e^{-\alpha u^2-\beta v^2}\int_0^\infty re^{-pr^2}\left[(r^2+\mathbf u\cdot\mathbf v)i_0(x)-r(\mathbf u+\mathbf v)\cdot\hat{\mathbf q}\,i_1(x)\right]dr. \tag{5}$$

At $Q=0$ the $i_1$ term is absent. Equation (5) starts from the gradients themselves and uses neither (1) nor any centre derivative.

## Numbers

Take the round model parameters $Z=20$, $\alpha=1.2$ and $\beta=0.5$ bohr$^{-2}$, with $\mathbf A=(0,0,0)$, $\mathbf B=(0.8,0.4,0)$ and $\mathbf C=(0.3,-0.5,0.6)$ bohr. Then $p=1.7$ and $\mu=0.352941$ bohr$^{-2}$, and

$$R^2=0.8,\quad Q^2=0.745675,\quad \mathbf R\cdot\mathbf Q=-0.195294\ \text{bohr}^2,$$

$$T=1.267647,\quad K=0.754008,\quad F_0=0.699501,\quad F_1=0.164875 .$$

The three bracket terms in (4) are

$$(3-0.564706)(0.699501)=1.703490,$$

$$2(-0.7)(-0.195294)(0.164875)=0.045079,\qquad -e^{-T}=-0.281493 .$$

Their sum is $1.467076$. The prefactor is $-4\pi(20)(0.352941)(0.754008)/1.7=-39.343133$, so

$$W=-57.719354\ \text{a.u.}$$

Adaptive numerical quadrature of (5), cut off at $r=Q+7/\sqrt p$ where the integrand is negligible, gives $-57.719354$ a.u. as well.

The tempting formula (3) has the same prefactor, but its bracket is $1.70349+0.15456+0.67558=2.53363$, so $X_a=-99.68$ a.u. With the roles of the functions exchanged, the bracket is $1.70349-0.06440+0.11729=1.75638$, and $X_b=-69.10$ a.u. Neither is $W$, and neither is their mean, $-84.39$ a.u.

## What the missing piece means

The difference between the mean and $W$ has a simple origin. From the product rule,

$$2\nabla g_a\cdot\nabla g_b=\nabla^2(g_ag_b)-g_a\nabla^2g_b-g_b\nabla^2g_a .$$

Multiply by $V/2$ and integrate. In the first term, move the Laplacian onto $V$ and use $\nabla^2V=4\pi Z\,\delta(\mathbf r-\mathbf C)$. This gives

$$W=\tfrac12(X_a+X_b)+2\pi Z\,g_a(\mathbf C)g_b(\mathbf C),\qquad g_a(\mathbf C)g_b(\mathbf C)=Ke^{-T}. \tag{6}$$

Here the contact term is $2\pi(20)(0.754008)(0.281493)=26.67$ a.u., and $-84.39+26.67=-57.72$ a.u., as required.

This contact term matters physically. The first-order DKH potential, without its spin-dependent part, is

$$A(V+B\,\mathbf p\cdot V\mathbf p\,B)A,\quad A=\sqrt{\frac{E+c^2}{2E}},\quad B=\frac{c}{E+c^2},\quad E=\sqrt{c^4+c^2\mathbf p^2}.$$

For momenta small compared with $c$, $A\simeq1-\mathbf p^2/(8c^2)$ and $B\simeq1/(2c)$. To order $c^{-2}$, the correction to $V_{ab}$ is therefore

$$\frac{W}{4c^2}-\frac{X_a+X_b}{8c^2}=\frac{\pi Z}{2c^2}\,g_a(\mathbf C)g_b(\mathbf C),$$

which is the Darwin term. Replacing $W$ by the mean of $X_a$ and $X_b$ would remove it completely.

For normalised functions, multiply by $(2\alpha/\pi)^{3/4}(2\beta/\pi)^{3/4}=0.346285$ bohr$^{-3}$. Then $W=-19.9873$ a.u., and with $c=137.036$ a.u.,

$$\frac{W}{4c^2}=-2.661\times10^{-4}\ \text{hartree}=-7.241\times10^{-3}\ \text{eV}.$$

The Darwin contribution is $0.346285\times26.67/(4c^2)=+1.23\times10^{-4}$ hartree. In this example the $\mathbf p\cdot V\mathbf p$ part alone has the opposite sign to the total spin-free potential correction at this order. This is not general: the Darwin term is positive for any two s Gaussians, but $W$ can have either sign. With the nucleus at $\mathbf P$, for instance, $T=0$ and the bracket in (4) is $2-2\mu R^2$, so $W$ is positive when $\mu R^2>1$. For exponents that are not small compared with $c^2$, the expansion is unsuitable and the full factors $A$ and $B$ are needed; the integral (4) itself is unchanged.

## Scope

Equation (4) holds for a point nucleus and s functions. Several nuclei are treated by summing over $\mathbf C$ and $Z$, and contracted functions by summing over primitives. A nucleus of finite size changes $V$, and with it (1) and (4).

The full operator $(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)$ also has the matrix element $i\boldsymbol\sigma\cdot\int V\,\nabla g_a\times\nabla g_b\,d^3r$. It vanishes for s functions on a common centre, where the gradients are parallel, but not for a general arrangement of three centres. A scalar-relativistic calculation omits it.
